# Area-Uniform Impact Parameters and the Truncated Nuclear Stopping Integral

## Four collisions with a hard sphere

An ion of energy \(E\) meets an atom of the same mass, initially at rest. Both are hard spheres that touch when their centres are a distance \(D\) apart. The impact parameter \(p\) is the distance from the atom to the ion's undeflected line of flight. At contact, the line of centres makes an angle \(\alpha\) with the flight direction, with \(\sin\alpha=p/D\). The impulse acts along the line of centres, and in an elastic collision of equal masses the atom takes over the whole velocity component \(v\cos\alpha\). The energy transferred is therefore

\[
T=E\cos^2\alpha=E\left(1-\frac{p^2}{D^2}\right),\qquad p<D .
\]

Let the target hold one atom per \(8\) cubic angstrom, so that \(N=1/8\), and let the ion advance \(L=N^{-1/3}=2\) angstrom between collisions. Each step should use up the volume of one atom. A cylinder of length \(L\) and radius \(p_m\) does so if \(\pi p_m^2L=8\), or \(\pi p_m^2=4\) square angstrom. Take \(D=p_m\) first.

The atom may lie anywhere in the disc of area \(\pi p_m^2\), with equal areas equally likely. Divide the disc into four rings of equal area and represent each by the radius that halves its area. The enclosed area fractions \(u=p^2/p_m^2\) are then \(1/8,3/8,5/8,7/8\), and the losses \(T=E(1-u)\) average to

\[
\langle T\rangle=\frac E4\left(\frac78+\frac58+\frac38+\frac18\right)=\frac E2 .
\]

Four points give the exact mean here because \(T\) is linear in \(u\). The stopping integral weights each loss by its area:

\[
S=\int_0^{p_m}2\pi p\,T\,dp=\pi p_m^2E\int_0^1(1-u)\,du=4\cdot\frac E2=2E ,
\]

in energy times square angstrom. The loss per angstrom is \(NS=E/4\), and the collision count gives the same: \(\langle T\rangle/L=(E/2)/2=E/4\).

Two changes to this example show what can go wrong.

- **Radius drawn uniformly.** With \(p=p_mu\), the mean becomes \(E\int_0^1(1-u^2)du=2E/3\), too large by a factor \(4/3\). Small radii are chosen more often than their area warrants.
- **Sphere wider than the cylinder.** Let \(D^2=2p_m^2\), so \(T=E(1-u/2)\). The disc now gives \(\langle T\rangle=3E/4\), hence \(S=3E\). The full integral, out to \(p=D\), is \(\pi D^2E/2=4E\). Correct sampling of the disc misses a quarter of the full stopping.

The sampling thus reproduces the integral cut off at \(p_m\). How much lies beyond the cutoff is a separate question.

## The rule for any interaction

Consider a target whose atoms are placed independently at random with density \(N\). The average number of atoms in a cylinder of length \(L\) and radius \(p_m\) is \(N\pi p_m^2L\). Setting it to one with \(L=N^{-1/3}\) gives

\[
p_m^2=\frac{1}{\pi NL}=\frac{L^3}{\pi L}=\frac{L^2}{\pi},\qquad p_m=\frac{L}{\sqrt\pi}.
\]

An atom in the cylinder is uniformly distributed over the cross-section, so the probability of an impact parameter below \(p\) is a ratio of areas, \(p^2/p_m^2\). Equating it to a random number \(u\), uniform on \((0,1)\), gives

\[
p=p_m\sqrt u .
\]

The probability density is the derivative \(2p/p_m^2\). At fixed entry energy,

\[
\langle T\rangle=\int_0^{p_m}T(E,p)\frac{2p}{p_m^2}\,dp
=\frac{1}{\pi p_m^2}\int_0^{p_m}2\pi p\,T(E,p)\,dp .
\]

Since \(1/(\pi p_m^2)=NL\),

\[
\boxed{\frac{\langle T\rangle}{L}=N S_{\rm tr}(E),\qquad
S_{\rm tr}(E)=\int_0^{p_m}2\pi p\,T(E,p)\,dp}
\]

This is an identity for the expectation, whatever the interaction. A finite sample scatters about it.

The geometry was tested without using the square-root rule. In a cube of side \(60L\), \(216\,000\) atoms were placed at random and \(100\,000\) straight segments of length \(L\) were drawn in random directions. The atoms within \(p_m\) of a segment numbered \(1.002\) on average, and the cumulative distribution of \(p^2/p_m^2\) departed from the uniform law by at most \(0.004\).

## The energy transfer

Now let the atoms interact through a repulsive potential \(V(r)\). The algebra uses atomic units, in which Coulomb repulsion is \(Z_1Z_2/r\). The ion has mass \(M_1\) and speed \(v\); the atom has mass \(M_2\) and is at rest. Motion is classical and elastic.

The centre of mass moves at \(V_c=M_1v/(M_1+M_2)\). In its frame the atom has speed \(V_c\) before and after, and its velocity turns by the scattering angle \(\theta\). The change of a vector of length \(V_c\) turned by \(\theta\) has length \(2V_c\sin(\theta/2)\), which is the atom's final laboratory speed. Thus

\[
T=\frac{M_2}{2}\,4V_c^2\sin^2\frac\theta2
=\gamma E\sin^2\frac\theta2,\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2},
\]

where \(E=M_1v^2/2\). For equal masses \(\gamma=1\).

The relative motion has reduced mass \(\mu=M_1M_2/(M_1+M_2)\), energy \(E_c=\mu v^2/2=EM_2/(M_1+M_2)\) and angular momentum \(\mu vp\). Conservation of both gives, for the separation \(r\) and polar angle \(\psi\),

\[
\dot r^2=v^2F(r),\quad F(r)=1-\frac{V(r)}{E_c}-\frac{p^2}{r^2},\qquad
\dot\psi=\frac{vp}{r^2}.
\]

Dividing, \(|d\psi/dr|=p/(r^2\sqrt F)\). The path in and the path out sweep equal angles, and an undeflected path sweeps \(\pi\), so

\[
\theta=\pi-2p\int_{r_0}^{\infty}\frac{dr}{r^2\sqrt{F(r)}},\qquad F(r_0)=0 .
\]

The integrand is singular at the closest approach \(r_0\). Put \(r=r_0/\sin\varphi\), for which \(dr/r^2=-\cos\varphi\,d\varphi/r_0\). The limits \(r_0,\infty\) become \(\pi/2,0\), and the minus sign reverses them:

\[
\theta=\pi-\frac{2p}{r_0}\int_0^{\pi/2}
\frac{\cos\varphi\,d\varphi}{\sqrt{1-V(r_0/\sin\varphi)/E_c-p^2\sin^2\varphi/r_0^2}} .
\]

Near \(\varphi=\pi/2\), \(F\) is proportional to \(r-r_0\), which is proportional to \(\cos^2\varphi\). The root cancels the cosine above it and the integrand stays finite, so Gauss–Legendre quadrature works well.

To find \(r_0\), note that \(F\) is increasing and concave when \(V\) is decreasing and convex. Let \(r_h\) be the head-on closest approach, \(V(r_h)=E_c\). Then \(F(p)=-V(p)/E_c<0\) and \(F(r_h)=-p^2/r_h^2\le0\), so the larger of \(p\) and \(r_h\) does not exceed \(r_0\). From there Newton's step \(r\to r-F/F'\) moves right. The tangent of a concave function lies on or above it, so it reaches zero no later than \(F\) does, and the iteration never passes \(r_0\).

The potential used below is the universal (ZBL) form, a single fit to potentials calculated for many atom pairs:

\[
V(r)=\frac{Z_1Z_2}{r}\sum_i c_ie^{-d_ir/a},\qquad
a=\frac{0.8853}{Z_1^{0.23}+Z_2^{0.23}},
\]

with \(c_i=0.1818,\,0.5099,\,0.2802,\,0.02817\) and \(d_i=3.2,\,0.9423,\,0.4029,\,0.2016\). Each term is a product of positive, decreasing, convex functions, so \(V\) is decreasing and convex as required.

The resulting \(T\) was compared with direct integration of Newton's equations for both atoms, with \(Z_1=Z_2=44\). The four cases \((E,p,M_1,M_2)\), in eV, angstrom and atomic mass units, were \((10^4,0.3,101,101)\), \((10^3,1.0,101,101)\), \((10^4,0.2,11,101)\) and \((10^2,0.5,101,28)\). The largest relative difference was \(9\times10^{-12}\).

## The algorithm

1. Compute \(L=N^{-1/3}\) and \(p_m=L/\sqrt\pi\).
2. Draw \(u\) and set \(p=p_m\sqrt u\).
3. Find \(r_0\), then \(\theta\), then \(T=\gamma E\sin^2(\theta/2)\).
4. To test the sampler, keep \(E\) fixed, repeat steps 2 and 3, and compare the mean of \(T\) with \(NLS_{\rm tr}(E)\) from quadrature. The standard error is the standard deviation of \(T\) divided by the square root of the number of samples.
5. To follow an ion, replace \(E\) by \(E-T\) and begin the next step.

In step 5 the identity holds at each step for the energy with which the ion enters. Averaged over many ions, the loss is \(NL\langle S_{\rm tr}(E)\rangle\), which in general differs from \(NLS_{\rm tr}(\langle E\rangle)\) because \(S_{\rm tr}\) is not linear in \(E\).

The quadrature can itself be tested by changing the variable from \(p\) to \(T\). Integration by parts gives

\[
S_{\rm tr}=\big[\pi p^2T\big]_0^{p_m}-\int_0^{p_m}\pi p^2\frac{dT}{dp}\,dp
=\pi p_m^2T(p_m)+\int_{T(p_m)}^{\gamma E}\pi p(T)^2\,dT .
\]

The last step requires \(T\) to fall steadily with \(p\), from \(\gamma E\) at \(p=0\); the minus sign is absorbed by reversing the limits. At the four energies tabulated below, the two forms agree within one part in \(10^5\).

## A limit in closed form: bare Coulomb repulsion

Without screening, \(V/E_c=b/r\) with \(b=Z_1Z_2/E_c\). Put \(w=1/r\) and complete the square:

\[
1-bw-p^2w^2=A^2-\left(pw+\frac{b}{2p}\right)^2,\qquad A^2=1+\frac{b^2}{4p^2}.
\]

With \(s=pw+b/(2p)\), the path integral runs from \(s=b/(2p)\) to \(s=A\):

\[
\theta=\pi-2\int_{b/2p}^{A}\frac{ds}{\sqrt{A^2-s^2}}
=\pi-2\left(\frac\pi2-\arcsin\frac{b}{2pA}\right)=2\arcsin\frac{b}{2pA}.
\]

Hence \(\sin^2(\theta/2)=b^2/(4p^2A^2)=1/(1+4p^2/b^2)\). Substituting \(y=1+4p^2/b^2\), for which \(2\pi p\,dp=(\pi b^2/4)\,dy\),

\[
S_{\rm tr}=\gamma E\,\frac{\pi b^2}{4}\int_1^{1+4p_m^2/b^2}\frac{dy}{y}
=\frac{\pi\gamma Eb^2}{4}\ln\left(1+\frac{4p_m^2}{b^2}\right).
\]

For \(p_m\ll b\) this tends to \(\pi p_m^2\gamma E\): every collision in the disc is nearly head-on. For \(p_m\gg b\) it grows as the logarithm of the cutoff, so bare Coulomb repulsion has no finite full stopping integral.

Screening cures this. A distant, fast ion gives the atom a momentum of about force times duration, \(|V'(p)|\,p/v\). For the screened potential this falls exponentially with \(p\), and so does \(T\). The same estimate gives \(T\propto1/v^2\propto1/E\) at fixed large \(p\).

## A ruthenium recoil in a ruthenium film

Take a ruthenium atom set moving inside a ruthenium film. The rough inputs are a mass density of \(12.4\) g/cm³ and an atomic mass of \(101\) u. Then

\[
N=\frac{12.4}{101}\times0.6022=0.0739\ \text{per cubic angstrom},
\]

where \(0.6022\) is Avogadro's number times \(10^{-24}\) cm³ per cubic angstrom. It follows that \(L=2.383\) and \(p_m=2.3826/1.7725=1.344\) angstrom. The screening length is \(a=0.098\) angstrom.

Each sampled mean uses \(200\,000\) collisions at fixed energy. "Beyond" is the share of the full integral from \(p>p_m\).

| \(E\) (eV) | sampled \(\langle T\rangle\) (eV) | \(NLS_{\rm tr}\) (eV) | beyond |
|---|---|---|---|
| 100 | 50.74 ± 0.05 | 50.78 | 18 % |
| 1000 | 220.4 ± 0.6 | 221.5 | 2 % |
| 10000 | 607 ± 3 | 610 | 0.10 % |
| 100000 | 1030 ± 13 | 1034 | 0.006 % |

The largest discrepancy, at 1000 eV, is \(1.18/0.55=2.1\) standard errors. With normally distributed errors, one of four comparisons would be this far off about one time in eight.

At 10000 eV the stopping is \(609.5/2.383=255.8\) eV/angstrom, or about 2560 eV/nm. Drawing the radius uniformly would multiply the loss by about \(3.5\), against \(4/3\) for the hard sphere, because here the loss is concentrated at small \(p\). The outer part of the disc, \(p>p_m/2\), has three quarters of the area but supplies 6 % of the truncated loss.

Between 10000 and 100000 eV the share beyond the cutoff falls for a reason already derived. The loss at \(p=p_m\) drops from \(2.385\) to \(0.2525\) eV, a factor of \(9.4\), close to the factor of ten expected from \(T\propto1/E\), while the total stopping rises.

The full integral can be compared with a published fit for the same potential. With \(\epsilon=aE_c/(Z_1Z_2)\),

\[
S_{\rm fit}=\frac{\pi a^2\gamma E}{\epsilon}\,
\frac{\ln(1+1.1383\,\epsilon)}{2(\epsilon+0.01321\,\epsilon^{0.21226}+0.19593\,\epsilon^{0.5})}.
\]

At 10000 and 100000 eV the ratio of fit to integral is \(1.0001\). So close a match is particular to these two energies: the fit is itself approximate, and the ratio is \(0.998\) at 1000 eV and \(1.008\) at 300000 eV. The comparison therefore tests the integration to within about one per cent, and it does not test the potential.

## Same mean, different scatter

One collision in every step gives a loss variance \(\langle T^2\rangle-\langle T\rangle^2\). In a random target the number \(K\) of atoms in the cylinder fluctuates with Poisson statistics, mean one and variance one. For given \(K\), the summed loss has mean \(K\langle T\rangle\) and variance \(K(\langle T^2\rangle-\langle T\rangle^2)\), if every loss is evaluated at the entry energy. Adding the average of the variance to the variance of the mean,

\[
\mathrm{Var}=\left(\langle T^2\rangle-\langle T\rangle^2\right)+\langle T\rangle^2=\langle T^2\rangle .
\]

The mean is unchanged, but the fixed count gives too little scatter for a random target: its variance is 56 % of the Poisson value at 1000 eV and 86 % at 10000 eV. In the explicit random target, the variance matched \(\langle T^2\rangle\) within 1 % at both energies, which is the size of the sampling noise of such a variance (about 0.8 % at 1000 eV and 1.4 % at 10000 eV). A real solid is not an ideal random gas of atoms, since atoms keep their distance, so neither count is exact for it.

The scatter also sets the cost. At 10000 eV one loss has a standard deviation of 1521 eV, and a relative standard error of 1 % needs

\[
\left(\frac{1521}{609.5\times0.01}\right)^2\approx6.2\times10^4
\]

collisions.

## What the model leaves out

A focused heavy-ion beam of some tens of keV, used to trim a ruthenium line, can produce a 10000 eV recoil if the masses are comparable, since \(\gamma\) is then near one. Such a recoil is at the hard end: for a 10000 eV ruthenium projectile, for example, three quarters of the collisions transfer \(0.0594\times609.5/0.75\approx48\) eV on average. In a crystalline film the atoms are not placed at random. If a crystal channel kept the ion at least \(p_m/2\) from every atom and left the more distant collisions unchanged, the nuclear loss at 10000 eV would fall to about 6 % of the truncated value. The condition is idealised: an ion confined to the open part of a channel meets distant atoms more often than in a random target, while one near the middle of a wide channel can lose far less than 6 %. Nor is the figure an average over a film.

Energy given to electrons is also missing. The Lindhard–Scharff model, taken here without derivation, has in atomic units

\[
S_e=\frac{8\pi Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,v .
\]

At 10000 eV it gives about 26 eV/angstrom, some 10 % of the nuclear loss. Holding the energy fixed matters less: after one mean loss, \(NS_{\rm tr}\) has fallen by 2 %, and averaged over the actual spread of losses in one step it has fallen by about 3 %.

At low energy the picture of separate collisions fails. Half a free path from an atom, the pair energy is still 106 eV. That is 2 % of \(E_c=5000\) eV in the main case, but twice \(E_c=50\) eV for a 100 eV recoil, which therefore interacts with several atoms at once. The 100 eV row of the table confirms the sampling identity; it does not predict stopping in the film. Adding the missing 18 % would not repair it, because the full integral also assumes isolated pairs. The remaining values are in the numerical output.

## Numbers as computed

```
Ru mass density (rough input): 12.4 g/cm3
Ru atomic mass (rounded input): 101 u; atomic number 44
atomic density N: 0.07394 per cubic angstrom
free path L: 2.3826 angstrom
largest impact parameter pmax: 1.3442 angstrom
screening length: 0.09810 angstrom
recoil energy, largest relative gap to motion: 9.2e-12
sampled collisions per energy: 200000
E = 100 eV:
  mean loss, sampled: 50.74 +- 0.05 eV
  mean loss, quadrature: 50.78 eV
  loss at pmax: 19.78 eV
  N*S truncated: 21.314 eV/angstrom
  share of full integral beyond pmax: 18 %
E = 1000 eV:
  mean loss, sampled: 220.36 +- 0.55 eV
  mean loss, quadrature: 221.54 eV
  loss at pmax: 14.87 eV
  N*S truncated: 92.983 eV/angstrom
  share of full integral beyond pmax: 2.05 %
E = 10000 eV:
  mean loss, sampled: 607.41 +- 3.40 eV
  mean loss, quadrature: 609.52 eV
  loss at pmax: 2.385 eV
  N*S truncated: 255.822 eV/angstrom
  share of full integral beyond pmax: 0.103 %
E = 100000 eV:
  mean loss, sampled: 1030.00 +- 13.44 eV
  mean loss, quadrature: 1033.68 eV
  loss at pmax: 0.2525 eV
  N*S truncated: 433.849 eV/angstrom
  share of full integral beyond pmax: 0.00634 %
universal fit / full integral at 10000 eV: 1.0001
universal fit / full integral at 100000 eV: 1.0001
main case 10000 eV, N*S truncated: 2558.2 eV/nm
main case, N*S full: 256.087 eV/angstrom
main case, p uniform in radius, loss / correct loss: 3.475
main case, standard deviation of one loss: 1521.2 eV
main case, collisions for 1 % standard error: 62291
random target, atoms per step: mean 1.0018, variance 1.0033
random target, largest gap from uniform-area law: 0.0036
random target at 1000 eV: mean step loss 222.57 eV
  step-loss variance / mean square T: 1.0027
  fixed-count variance / Poisson variance: 0.5569
random target at 10000 eV: mean step loss 614.56 eV
  step-loss variance / mean square T: 1.0066
  fixed-count variance / Poisson variance: 0.8617
electronic stopping estimate, 10000 eV: 26.15 eV/angstrom
electronic / truncated nuclear, 10000 eV: 10.22 %
pair energy at half a free path: 106.32 eV
share of truncated loss from p > pmax/2, 10000 eV: 5.94 %
change of N*S after one mean loss, 10000 eV: -2.16 %
```
